\section*{Phase rigidity of Aharonov-Bohm oscillations in a ring with a dot}

\section{The belief}

\paragraph{Q.} I have a ring with a quantum dot in one arm, a source $L$ and a drain $R$. The electron passes through the dot with amplitude $t_d=|t_d|e^{i\alpha}$, or through the other arm with a real amplitude $t_{\rm ref}$ and the Aharonov-Bohm factor $e^{i\phi}$. Amplitudes add, so
\begin{equation}
T=|t_{\rm ref}e^{i\phi}+t_d|^2=t_{\rm ref}^2+|t_d|^2+2t_{\rm ref}|t_d|\cos(\phi-\alpha).
\label{belief}
\end{equation}
When I sweep the dot level through the Fermi energy, the oscillation should slide by the resonance phase, and I read $\alpha$ from its position. Is anything wrong with that?

\paragraph{A.} With two terminals, and under the assumptions that follow, the oscillation cannot slide. I assume non-interacting electrons without spin-dependent forces, in linear response, and give conductances in $e^2/h$ per spin. The flux $\Phi$ enters through a hopping phase, $\phi=2\pi\Phi/(h/e)$, with a sign fixed by the orientation chosen for the loop. All other matrix elements are real, so
\begin{equation}
H(\phi)^*=H(-\phi).
\label{trs}
\end{equation}
The measured phase $\beta$ is that of the first harmonic of the transmission from $L$ to $R$,
\begin{equation}
a_1\cos\phi+b_1\sin\phi=A\cos(\phi-\beta),\qquad A\ge0 .
\end{equation}
Your formula says $\beta=\alpha$. Equation (\ref{trs}) and current conservation force $b_1=0$, so that $\beta$ is $0$ or $\pi$.

\section{The symmetry}

\paragraph{Q.} Show me that without assuming anything about the dot.

\paragraph{A.} Let $H$ be any finite Hermitian matrix on the sites of the device. Each lead channel $l$ is a semi-infinite chain with hopping $-J$, whose end site $n=0$ is a device site $p_l$, a different one for each channel. At energy $E=-2J\cos k$, $0<k<\pi$, the group velocity $dE/\hbar\,dk$ is positive, so $e^{ikn}$ runs outward and $e^{-ikn}$ inward. For a wave incoming in channel $m$,
\begin{equation}
\psi^{(l)}_n=\delta_{lm}e^{-ikn}+S_{lm}e^{ikn}.
\end{equation}
All chains have the same velocity, so $|S_{lm}|^2$ is a ratio of currents. At $n=0$ this gives $S_{lm}=\psi_{p_l}-\delta_{lm}$, and therefore
\begin{equation}
\psi^{(l)}_1=\delta_{lm}e^{-ik}+(\psi_{p_l}-\delta_{lm})e^{ik}=e^{ik}\psi_{p_l}-2i\sin k\,\delta_{lm}.
\end{equation}
The Schr\"odinger equation on the device is $(E-H)\psi+\sum_l J\psi^{(l)}_1|p_l\rangle=0$. With $\Pi$ the projector on the end sites and $\kappa=J\sin k$ it becomes
\begin{equation}
(E-H+Je^{ik}\Pi)\psi=2i\kappa|p_m\rangle .
\label{wave}
\end{equation}
The matrix on the left is singular only at isolated energies where $H$ has an eigenstate that vanishes on all end sites. There $S$ is defined by continuity in $E$. With $\mathcal G=(E-H+Je^{ik}\Pi)^{-1}$ and $g$ its block on the end sites,
\begin{equation}
S=-1+2i\kappa g .
\end{equation}

Two properties follow. First, $H$ is Hermitian, so $H(\phi)^T=H(\phi)^*=H(-\phi)$. The projector is diagonal and transposition commutes with inversion, so $\mathcal G(\phi)^T=\mathcal G(-\phi)$ and
\begin{equation}
S(\phi)^T=S(-\phi).
\label{recip}
\end{equation}
Second, $\mathcal G^{-1}-\mathcal G^{\dagger-1}=J(e^{ik}-e^{-ik})\Pi=2i\kappa\Pi$. Multiplying by $\mathcal G^\dagger$ on the left and $\mathcal G$ on the right gives $\mathcal G^\dagger-\mathcal G=2i\kappa\,\mathcal G^\dagger\Pi\mathcal G$, whose end-site block is $g^\dagger-g=2i\kappa g^\dagger g$. Then
\begin{equation}
S^\dagger S=1+2i\kappa(g^\dagger-g)+4\kappa^2g^\dagger g=1 .
\end{equation}

Group the channels into terminals, $N_j$ of them in terminal $j$, and let $T_{ij}=\sum_{l\in i,\,m\in j}|S_{lm}|^2$ be the transmission from $j$ to $i$, with $T_{jj}$ the reflection. Unitarity gives $\sum_iT_{ij}=N_j$ from $S^\dagger S=1$ and $\sum_jT_{ij}=N_i$ from $SS^\dagger=1$. Equation (\ref{recip}) gives the Onsager-B\"uttiker relation $T_{ij}(\phi)=T_{ji}(-\phi)$, and for $i=j$ it says that each reflection is even in $\phi$. With two terminals,
\begin{equation}
T_{RL}(\phi)=N_L-T_{LL}(\phi)=N_L-T_{LL}(-\phi)=T_{RL}(-\phi).
\label{even}
\end{equation}
An even function has no sine harmonics.

To pass to currents, note that a channel has $dk/2\pi$ states per site, each moving at $dE/\hbar\,dk$, so it carries the particle current $dE/h$. A voltage $V_j$ on terminal $j$ then injects the current $N_j(e^2/h)V_j$, of which the part $T_{ij}/N_j$ leaves through $i$. The current into the device is
\begin{equation}
I_i=\frac{e^2}{h}\sum_jC_{ij}V_j,\qquad C_{ij}=N_i\delta_{ij}-T_{ij}.
\label{circuit}
\end{equation}
At temperature zero $T_{ij}$ is taken at the Fermi energy. At finite temperature it is averaged with the weight $-\partial f/\partial E$, which does not depend on $\phi$. Since (\ref{even}) holds at each energy, $G=T_{RL}$ is even in both cases. Interacting electrons lie outside this proof.

\section{Where the two-path sum fails}

\paragraph{Q.} I accept each line, and yet (\ref{belief}) is superposition and nothing else. Make the reference arm very weak, so that repeated windings are negligible. Which amplitude have I left out?

\paragraph{A.} A solvable model shows it. Take three chains $L$, $R$ and $3$ with end sites $a$, $b$, $c$, and one dot level $\varepsilon$ coupled to them by $-v_L$, $-v_R$, $-v_3$. The reference arm is $H_{ba}=-we^{i\phi}$. Your device is $v_3=0$, and I keep the third chain for later. Put the Fermi energy at $E=0$, so that $k=\pi/2$, $Je^{ik}=iJ$ and $\kappa=J$. For a wave incoming from $L$, (\ref{wave}) reads
\begin{align}
iJ\psi_a+we^{-i\phi}\psi_b+v_L\psi_d&=2iJ,\\
we^{i\phi}\psi_a+iJ\psi_b+v_R\psi_d&=0,\\
iJ\psi_c+v_3\psi_d&=0,\\
v_L\psi_a+v_R\psi_b+v_3\psi_c-\varepsilon\psi_d&=0.
\end{align}
Define the partial half-widths $\gamma_j=v_j^2/J$, and $\Gamma=\gamma_L+\gamma_R+\gamma_3$, $s=\sqrt{\gamma_L\gamma_R}=v_Lv_R/J$, $x=w/J$. The third line gives $\psi_c=iv_3\psi_d/J$. The fourth then gives $\psi_d=-(v_L\psi_a+v_R\psi_b)/z$ with $z=-\varepsilon+i\gamma_3$. Inserting this in the first two lines and dividing by $J$,
\begin{align}
(i-\gamma_L/z)\psi_a+(xe^{-i\phi}-s/z)\psi_b&=2i,\\
(xe^{i\phi}-s/z)\psi_a+(i-\gamma_R/z)\psi_b&=0.
\end{align}
In the determinant the term $\gamma_L\gamma_R/z^2$ cancels against $s^2/z^2$, leaving
\begin{equation}
\Delta=-1-x^2-i(\gamma_L+\gamma_R)/z+2xs\cos\phi/z .
\end{equation}
Cramer's rule gives $\psi_b=-2i(xe^{i\phi}-s/z)/\Delta$. Define $t=-iS_{RL}=-i\psi_b$, which removes a phase common to all paths, and multiply above and below by $z$:
\begin{equation}
t=\frac{2(s-xze^{i\phi})}{-(1+x^2)z+2xs\cos\phi-i(\gamma_L+\gamma_R)} .
\label{exact}
\end{equation}
The hopping $J$ no longer appears separately, and the point $z=0$ follows by continuity. Since ${\rm Re}(ze^{i\phi})=-\varepsilon\cos\phi-\gamma_3\sin\phi$,
\begin{equation}
T_{RL}=\frac{4s^2+4x^2(\varepsilon^2+\gamma_3^2)+8xs(\varepsilon\cos\phi+\gamma_3\sin\phi)}{[(1+x^2)\varepsilon+2xs\cos\phi]^2+[(1+x^2)\gamma_3+\gamma_L+\gamma_R]^2}.
\label{T}
\end{equation}
The denominator is even in $\phi$, and the one odd term above it is proportional to $\gamma_3$.

Your two amplitudes are limits of (\ref{exact}). With $x=0$ and $D=-\varepsilon+i\Gamma$,
\begin{equation}
t_d=-\frac{2s}{D}=\frac{2s(\varepsilon+i\Gamma)}{\varepsilon^2+\Gamma^2},\qquad \tan\alpha=\frac{\Gamma}{\varepsilon},\quad0<\alpha<\pi ,
\end{equation}
so $\alpha$ rises from $0$ to $\pi$ as the level is lowered through the Fermi energy. With $\gamma_L=\gamma_R=0$ the factor $z$ cancels and $t=t_{\rm ref}e^{i\phi}$ with $t_{\rm ref}=2x/(1+x^2)$.

Now take your weak arm. To first order in $x$ the denominator of (\ref{exact}) is $-D(1-2xs\cos\phi/D)$, because $z+i(\gamma_L+\gamma_R)=D$. Hence
\begin{equation}
t=-\frac{2s}{D}+x\left[\frac{2z}{D}e^{i\phi}-\frac{4s^2}{D^2}\cos\phi\right]=t_d+x\left(c_+e^{i\phi}+c_-e^{-i\phi}\right).
\end{equation}
Using $z=D-i(\gamma_L+\gamma_R)$ and $2\cos\phi=e^{i\phi}+e^{-i\phi}$,
\begin{align}
c_+&=2-\frac{2i(\gamma_L+\gamma_R)}{D}-\frac{2s^2}{D^2}=2\left(1-\frac{i\gamma_L}{D}\right)\left(1-\frac{i\gamma_R}{D}\right),\\
c_-&=-\frac{2s^2}{D^2}.
\end{align}
Your sum keeps $c_+=2$ and $c_-=0$. The first factor in $c_+$ has a direct meaning. At $x=0$ Cramer's rule gives $\psi_a=2i(i-\gamma_R/z)/\Delta=2(z+i\gamma_R)/D=2(1-i\gamma_L/D)$, against $2$ without the dot. The electron can visit the dot, return to $a$ and then take the arm, and by the mirror argument it can take the arm, visit the dot from $b$ and return to $b$. These paths use the arm once, as the bare reference path does, so a weak arm does not suppress them relative to it. The term $c_-$ is a passage through the dot, back along the arm, and through the dot again.

The first-order transmission is $2x\,{\rm Re}[t_d^*(c_+e^{i\phi}+c_-e^{-i\phi})]$ with $t_d^*=-2s/D^*$. Its three pieces are
\begin{align}
2x\,{\rm Re}\left[-\frac{4s\,e^{i\phi}D}{|D|^2}\right]&=\frac{8xs}{|D|^2}(\varepsilon\cos\phi+\Gamma\sin\phi),\\
2x\,{\rm Re}\left[\frac{4is(\gamma_L+\gamma_R)e^{i\phi}}{|D|^2}\right]&=-\frac{8xs}{|D|^2}(\gamma_L+\gamma_R)\sin\phi,\\
2x\,{\rm Re}\left[\frac{8s^3\cos\phi}{|D|^2D}\right]&=-\frac{16xs^3\varepsilon}{|D|^4}\cos\phi ,
\end{align}
the last with ${\rm Re}(1/D)=-\varepsilon/|D|^2$. The first is your interference term, with $\beta=\alpha$. The second comes from the returning paths and removes $\gamma_L+\gamma_R$ from the sine part. The sum is
\begin{equation}
a_1=\frac{8xs\,\varepsilon}{|D|^2}\left(1-\frac{2s^2}{|D|^2}\right),\qquad b_1=\frac{8xs\,\gamma_3}{|D|^2}.
\label{first}
\end{equation}
Equation (\ref{T}) is unchanged under $\phi\to\phi+\pi$ together with $x\to-x$, so the first harmonic is odd in $x$ and the corrections to (\ref{first}) start at $x^3$. For $\gamma_3=0$ the width that gives $t_d$ its phase is entirely escape into $L$ and $R$, and the same escape produces the returning paths, so the cancellation is complete.

\section{The jump}

\paragraph{Q.} Far above and far below resonance $\alpha$ is near $0$ and near $\pi$. How does a locked $\beta$ get from one to the other?

\paragraph{A.} It jumps where the amplitude vanishes. For $\gamma_3=0$, (\ref{T}) is unchanged under $\phi\to\phi+\pi$ together with $\varepsilon\to-\varepsilon$, so in this model $a_1$ is odd in $\varepsilon$ for any $x$ and vanishes at $\varepsilon=0$. To first order in $x$ that is its one zero, because $s\le(\gamma_L+\gamma_R)/2\le\Gamma/2$ makes the bracket in (\ref{first}) at least $1/2$. The signed amplitude $a_1$ is smooth, and the discontinuity belongs to the angle of a vector that passes through the origin.

At $\varepsilon=0$, with $2\cos^2\phi=1+\cos2\phi$,
\begin{equation}
T_{RL}=\frac{4s^2}{P+Q\cos2\phi},\qquad P=\Gamma^2+2x^2s^2,\quad Q=2x^2s^2 .
\end{equation}
Choose $r<1$ with $P/Q=(1+r^2)/2r$, that is $r=(P-\sqrt{P^2-Q^2})/Q$. Then $P+Q\cos\theta=(Q/2r)(1+r^2+2r\cos\theta)$, and $(1+r^2)^2-4r^2=(1-r^2)^2$ gives $\sqrt{P^2-Q^2}=Q(1-r^2)/2r$. Summing two geometric series in $-re^{\pm i\theta}$ gives $1+2\sum_{n\ge1}(-r)^n\cos n\theta=(1-r^2)/(1+r^2+2r\cos\theta)$, so
\begin{equation}
T_{RL}=\frac{4s^2}{\sqrt{P^2-Q^2}}\Big[1+2\sum_{n\ge1}(-r)^n\cos2n\phi\Big].
\end{equation}
With the Fermi energy at the band centre, as here, the flux period on resonance is halved to $h/2e$. This exact halving rests on the symmetry under $\phi\to\phi+\pi$ with $\varepsilon\to-\varepsilon$. Away from the band centre other odd harmonics generally remain where $a_1$ vanishes, and the period stays $h/e$.

\paragraph{Q.} Give me numbers for the closed ring.

\paragraph{A.} Take round model values $\Gamma=20~\mu$eV, $\gamma_L=\gamma_R=s=10~\mu$eV, $x=0.2$. All numbers here and below are for zero temperature unless stated, which in practice means $k_BT\ll\Gamma$, with $\Gamma/k_B=232$~mK. Thermal averaging keeps $b_1=0$ but lowers the amplitudes. In a wide band the value $a_1=0.279$ found below falls to $0.253$ at $50$~mK and $0.203$ at $100$~mK. For a loop of area $0.5~\mu{\rm m}^2$ one period of $\phi$ is the field $h/(e\times{\rm area})=8.27$~mT. The arm alone has $t_{\rm ref}=0.4/1.04=0.385$ and $t_{\rm ref}^2=0.148$.

At $\varepsilon=20~\mu$eV, $|D|^2=800~\mu{\rm eV}^2$, $\alpha=45^\circ$ and $|t_d|^2=400/800=0.5$. Your formula gives $a_1=b_1=2(0.385)\sqrt{0.5}\,\sin45^\circ=0.385$. Equation (\ref{first}) gives $a_1=(8\times0.2\times10\times20/800)(1-200/800)=0.4\times0.75=0.300$ and $b_1=0$. For the full harmonics, here and below, I evaluate $T_{RL}$ at 32 equally spaced values of $\phi$ and form $a_1=2\langle T\cos\phi\rangle$, $b_1=2\langle T\sin\phi\rangle$. This gives $a_1=0.279$, or $10.8~\mu$S with $e^2/h=38.74~\mu$S, and $b_1$ zero to rounding error. At $\varepsilon=4~\mu$eV, where $\alpha=78.7^\circ$, it gives $a_1=0.0767$ and $\beta=0$. At $\varepsilon=-4~\mu$eV, where $\alpha=101.3^\circ$, it gives $a_1=-0.0767$ and $\beta=180^\circ$. On resonance $Q=2(0.04)(100)=8$ and $P=408$ in $\mu{\rm eV}^2$, $r=0.009805$, the mean is $400/\sqrt{408^2-8^2}=0.9806$, and the second harmonic is $a_2=-2(0.009805)(0.9806)=-0.0192$, or $-0.745~\mu$S.

\section{Extra terminals}

\paragraph{Q.} Then I attach a third contact to the ring. Does any third contact free the phase?

\paragraph{A.} It depends on how the contact is wired and on where it is attached. Hold terminals $3$ and $R$ at zero and $L$ at $V$. By (\ref{circuit}) the current leaving through $R$ is $(e^2/h)T_{RL}V$. Unitarity now reads $T_{RL}+T_{3L}=N_L-T_{LL}$, so the sum is even, while the two terms may carry equal and opposite odd parts. In the model the odd part of (\ref{T}) is present when $x$, $s$ and $\gamma_3$ are all nonzero. Grounding alone is not enough. If the third chain couples only to the junction site $a$, then $T_{RL}$ and $T_{R3}$ are both proportional to $|\mathcal G_{ba}|^2$ with factors independent of $\phi$. Their sum $N_R-T_{RR}$ is even, so each is even and $\beta$ stays locked however much current the contact draws. The same holds at $b$, with $T_{RL}$ and $T_{3L}$.

Now let the extra contacts float as voltage probes, with zero net current. Split $C$ into the current terminals $u=\{L,R\}$ and the probes $p$, each coupled to the device so that $C_{pp}$ is invertible. From $C_{pu}V_u+C_{pp}V_p=0$ follows $V_p=-C_{pp}^{-1}C_{pu}V_u$, and the currents in $L$ and $R$ are governed by
\begin{equation}
\tilde C=C_{uu}-C_{up}C_{pp}^{-1}C_{pu}.
\end{equation}
The rows of $C$ sum to zero, so with $\mathbf 1$ a column of ones, $C_{pu}\mathbf 1=-C_{pp}\mathbf 1$ and $\tilde C\mathbf 1=C_{uu}\mathbf 1+C_{up}\mathbf 1=0$. Therefore $I_L=(e^2/h)\tilde C_{LL}(V_L-V_R)$ and $G=\tilde C_{LL}$. From $C(\phi)^T=C(-\phi)$ each block obeys $C_{up}(\phi)^T=C_{pu}(-\phi)$ and so on. Transposing the product reverses its order, which gives $\tilde C(\phi)^T=\tilde C(-\phi)$, and a diagonal element is then even. Floating probes leave $\beta$ locked.

For one probe $C_{33}=N_3-T_{33}=T_{L3}+T_{R3}$. With $V_L=V$, $V_R=0$, and $G$ read from the current leaving through $R$,
\begin{equation}
\frac{V_3}{V}=\frac{T_{3L}}{T_{L3}+T_{R3}},\qquad G=T_{RL}+T_{R3}\frac{V_3}{V}.
\end{equation}
The denominator of $V_3$ is even and its numerator has the odd part opposite to that of $T_{RL}$. The probe voltage therefore has an odd part, and the reinjected current cancels the odd part of $T_{RL}$.

Take $\gamma_3=10$, $\gamma_L=\gamma_R=5$, $\varepsilon=20~\mu$eV, $x=0.2$, with all $T_{ij}$ obtained by solving (\ref{wave}) numerically for each incoming lead. Grounded, $a_1=0.168$ and $b_1=0.094$, so $A=0.193$, or $7.48~\mu$S, and $\beta=29.3^\circ$. Floating, $a_1=0.156$, $b_1$ is zero to rounding error, and $V_3/V$ has the sine coefficient $-0.192$.

\section{What an open ring reads}

\paragraph{Q.} In that example $\Gamma$ is still $20~\mu$eV, so $\alpha=45^\circ$, and the grounded ring gives $29^\circ$. When does it give $\alpha$?

\paragraph{A.} In this model, at zero temperature, $\beta$ tends to $\alpha$ at every level when two conditions hold together: nearly all the escape from the dot is drained, and the reference arm is weak. Away from that limit the two errors can largely cancel, as shown below, but this requires tuning. Keep $\Gamma$, and with it $\alpha(\varepsilon)$, fixed, and let the fraction $\eta$ of the escape from the dot go to the grounded terminal: $\gamma_3=\eta\Gamma$, $\gamma_L=\gamma_R=s=(1-\eta)\Gamma/2$. The phase $\alpha$ is that of a dot whose width includes $\gamma_3$. A drain added to a dot with fixed $\gamma_L$ and $\gamma_R$ broadens the resonance and changes $\alpha$ itself. To leading order in $x$, (\ref{first}) gives
\begin{equation}
\frac{\tan\beta}{\tan\alpha}=\frac{\eta}{1-2s^2/|D|^2}.
\label{ratio}
\end{equation}
For small $\eta$ the phase turns through $90^\circ$ within a range of $\varepsilon$ of order $\gamma_3$, and the jump of the closed ring is the limit $\eta\to0$. For $\eta\to1$ the ratio tends to one, since an electron leaving the dot is drained before it can join a returning path.

The second condition appears when $x$ is kept and $s$ is made small. Write the denominator of (\ref{exact}) as $-(1+x^2)z\,[1-(2xs\cos\phi-2is)/((1+x^2)z)]$, using $\gamma_L+\gamma_R=2s$, and expand to first order in $s$:
\begin{equation}
t=t_{\rm ref}e^{i\phi}\left[1+\frac{2xs\cos\phi-2is}{(1+x^2)z}\right]-\frac{2s}{(1+x^2)z}.
\end{equation}
In $|t|^2$ the term $-2is$ contributes a constant. With ${\rm Re}(1/z)=-\varepsilon/|z|^2$ and ${\rm Re}(e^{-i\phi}/z)=-(\varepsilon\cos\phi+\gamma_3\sin\phi)/|z|^2$, the $\phi$-dependent part is
\begin{equation}
\frac{4s\,t_{\rm ref}}{(1+x^2)|z|^2}\left[\varepsilon(1-x\,t_{\rm ref})\cos\phi+\gamma_3\sin\phi\right].
\end{equation}
Since $1-x\,t_{\rm ref}=(1-x^2)/(1+x^2)$ and $\gamma_3\to\Gamma$,
\begin{equation}
\tan\beta\to\lambda\tan\alpha,\qquad\lambda=\frac{1+x^2}{1-x^2},
\label{limit}
\end{equation}
for $x<1$, while $A\propto s\propto1-\eta$, so fidelity in $\eta$ is paid for in signal. The largest residual error follows by maximising $\arctan\lambda y-\arctan y$ over $y=\tan\alpha>0$. The condition $\lambda/(1+\lambda^2y^2)=1/(1+y^2)$ gives $y=1/\sqrt\lambda$, or $\varepsilon=\Gamma\sqrt\lambda$. The tangent of the difference is $(\sqrt\lambda-1/\sqrt\lambda)/2=(\lambda-1)/2\sqrt\lambda=x^2/\sqrt{1-x^4}$, so
\begin{equation}
\max|\beta-\alpha|=\arcsin x^2\qquad(\eta\to1).
\end{equation}
Negative $\varepsilon$ adds nothing new, because (\ref{T}) is unchanged under $\phi\to\pi-\phi$ with $\varepsilon\to-\varepsilon$, so $\beta(-\varepsilon)=180^\circ-\beta(\varepsilon)$, as for $\alpha$. This symmetry and the value $\arcsin x^2$ belong to the band centre. At $k=1.0$ and $x=0.2$, with $\alpha$ measured from the phase of a weak arm, the error at $\eta\to1$ runs from $-0.24^\circ$ to $4.3^\circ$. It still vanishes as $x\to0$.

For $x=0.2$, $\lambda=1.04/0.96=1.0833$ and the $\eta\to1$ limit of the largest error is $\arcsin0.04=2.29^\circ$ (a limit, not a lower bound: the table below has smaller values at $\eta=0.9$ and $0.99$). A numerical maximisation of the full $\beta-\alpha$ at $\eta=0.9999$ gives $2.29^\circ$ at $\varepsilon=20.8~\mu$eV. At $\varepsilon=20~\mu$eV, (\ref{ratio}) gives $\tan\beta=0.5/(1-50/800)$, or $28.1^\circ$, for $\eta=0.5$, against the full $29.3^\circ$. For $\eta=0.9$ it gives $\tan\beta=0.9/(1-2/800)$, or $42.1^\circ$, against the full $44.1^\circ$, with $A=0.0480$, or $1.86~\mu$S. The largest $|\beta-\alpha|$ among 40 equally spaced levels from $-100$ to $100~\mu$eV is
\begin{center}
\begin{tabular}{ccc}
$\eta$ & $x=0.2$ & $x=0.02$\\
$0$ & $82.7^\circ$ & $82.7^\circ$\\
$0.5$ & $16.0^\circ$ & $17.2^\circ$\\
$0.9$ & $0.88^\circ$ & $2.91^\circ$\\
$0.99$ & $1.97^\circ$ & $0.26^\circ$
\end{tabular}
\end{center}
The first row reflects the grid. The level nearest zero is $100/39~\mu$eV, where $\beta=0$ and $\alpha=\arctan(20\times39/100)=82.7^\circ$, and the error approaches $90^\circ$ as $\varepsilon\to0$. The table is for zero temperature. Thermal averaging mixes energies with different $\alpha$, so $k_BT\ll\Gamma$ is a third condition. In a wide band the entry $0.26^\circ$ for $\eta=0.99$, $x=0.02$ becomes $0.6^\circ$ at $20$~mK, $3.9^\circ$ at $50$~mK and $11^\circ$ at $100$~mK.

\paragraph{Q.} The middle column gets worse from $\eta=0.9$ to $0.99$, and at $\eta=0.9$ the stronger arm beats the weaker one. Is that an error?

\paragraph{A.} It is a cancellation. By (\ref{T}), $a_1/xs$ and $b_1/xs$ are smooth functions of $x^2$ and $1-\eta$, so their ratio can be expanded in both. On the line $x=0$, (\ref{ratio}) gives $1-(1-\eta)$, because $s^2$ is of second order in $1-\eta$. On the line $\eta=1$, (\ref{limit}) gives $1+2x^2$. To first order in both small quantities,
\begin{equation}
\frac{\tan\beta}{\tan\alpha}=1-(1-\eta)+2x^2 .
\end{equation}
The two errors have opposite signs and cancel near $1-\eta=2x^2$, at this order for all $\varepsilon$ at once. For $x=0.2$ the estimate is $\eta=1-0.08=0.92$. The full result at $\varepsilon=20~\mu$eV has $\beta-\alpha=-0.87^\circ$ at $\eta=0.9$ and $+1.98^\circ$ at $\eta=0.99$, and a numerical root search puts the zero at $\eta=0.927$. Beyond it $\beta$ at this level tends to $\arctan1.0833=47.3^\circ$. For $x=0.02$ the cancellation lies at $1-\eta=2(0.02)^2$, beyond the last row, so that column falls throughout.

\section{The condition on the field}

\paragraph{Q.} Could a two-terminal ring show a phase other than $0$ or $\pi$ without contradicting you?

\paragraph{A.} Yes, if (\ref{trs}) fails. Let $H$ contain a second phase $\theta$ that breaks time reversal, so that $H(\phi,\theta)^*=H(-\phi,-\theta)$. The proof then gives $G(\phi,\theta)=G(-\phi,-\theta)$ and no evenness in $\phi$ at fixed $\theta$. The model supplies a case. Give the hopping from $a$ to $b$ the phase $\phi+\theta$, with $\gamma_3=0$. Then $T_{RL}$ is the even function (\ref{T}) of $\phi+\theta$, and $\beta$ is $-\theta$ or $\pi-\theta$, which is shifted but carries no more information on $\alpha$ than before.

A uniform field $B$ is of this kind, since it threads the arms and the dot as well as the hole. Complex conjugation reverses all of it, so the symmetry is $G(B)=G(-B)$. If the oscillation is written with a slowly varying amplitude and phase as $A(B)\cos[\phi(B)-\beta(B)]$, with $\phi$ proportional to $B$, the symmetry requires $\beta(-B)=-\beta(B)$ modulo $2\pi$. That fixes $\beta(0)$ to $0$ or $\pi$ and leaves $\beta(B)$ unconstrained at fields large enough to change the arms or the dot.

Numerical values quoted here were computed with a short program.
